# Mixing energy from unlike-neighbour counts in a Mo-W monolayer: test program

```python
"""
Result under test: for an equiatomic Mo-W metal layer (triangular lattice) in
equilibrium at temperature T, with m unlike neighbours per site, the pair
(quasi-chemical) approximation gives w = -kT ln(m/(6-m)).
w = E(MoW) - (E(MoMo)+E(WW))/2 is the energy per unlike bond.
Spins s=+1 (Mo), -1 (W); K=w/(2kT); u=<s s'> over neighbours = 1-m/3.
The pair law is compared with the triangular lattice, whose bonds close loops.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.integrate import quad
from scipy.optimize import brentq

T = 1000.0
m_observed = 3.3
kT = boltzmann * T / charge * 1000.0       # meV
u_observed = 1.0 - m_observed / 3.0


def pair_energy(m, x=0.5, thermal=kT):
    """Pair-law energy from count m and Mo fraction x."""
    half = m / 12.0
    ratio = half**2 / ((x - half) * (1.0 - x - half))
    return -0.5 * thermal * np.log(ratio)


w_pair = pair_energy(m_observed)

# Direct enumeration of a tree: each end of the central bond has six neighbours.
tree_bonds = [(0, 1)] + [(0, j) for j in range(2, 7)]
tree_bonds += [(1, j) for j in range(7, 12)]
tree = 2 * ((np.arange(2**12)[:, None] >> np.arange(12)) & 1) - 1
unlike = sum((tree[:, a] != tree[:, b]).astype(int) for a, b in tree_bonds)


def tree_probabilities(field):
    weight = np.exp(-w_pair / kT * unlike + field * tree.sum(axis=1))
    weight /= weight.sum()
    return {(a, b): weight[(tree[:, 0] == a) & (tree[:, 1] == b)].sum()
            for a in (-1, 1) for b in (-1, 1)}


for field in (0.0, 0.17):
    P = tree_probabilities(field)
    measured = P[1, -1] * P[-1, 1] / (P[1, 1] * P[-1, -1])
    assert abs(np.log(measured) + 2 * w_pair / kT) < 1e-10
    x_tree = P[1, 1] + P[1, -1]
    m_tree = 6 * (P[1, -1] + P[-1, 1])
    assert abs(pair_energy(m_tree, x_tree) - w_pair) < 1e-8
    if field == 0.0:
        m_tree_equal = m_tree
        assert abs(m_tree - m_observed) < 1e-10

# Transfer matrix for a triangular lattice wrapped on a cylinder.
row_cache = {}


def lattice_correlation(K, width=8, iterations=80):
    if width not in row_cache:
        s = 2 * ((np.arange(2**width)[:, None] >> np.arange(width)) & 1) - 1
        s = s.astype(float)
        shifted = np.roll(s, -1, axis=1)
        row_cache[width] = (s * shifted).sum(axis=1)[:, None] \
            + s @ (s + shifted).T
    bonds = row_cache[width]
    exponent = -K * bonds
    matrix = np.exp(exponent - exponent.max())
    right = np.ones(2**width)
    left = right.copy()
    for _ in range(iterations):
        right = matrix @ right
        right /= right.sum()
        left = matrix.T @ left
        left /= left.sum()
    return left @ ((matrix * bonds) @ right) / (
        left @ (matrix @ right) * 3 * width)


# Energy w*(1-s*s')/2 gives weight exp(+K*s*s'); the function above takes -K.
def triangular_u(K, width=8, iterations=80):
    return lattice_correlation(-K, width, iterations)


def invert_triangular(u, width=8):
    return brentq(lambda K: triangular_u(K, width) - u, -0.24, -0.01)


K_tri = invert_triangular(u_observed)
w_tri = 2 * kT * K_tri
w_width6 = 2 * kT * invert_triangular(u_observed, 6)
assert abs(w_width6 - w_tri) < 0.05
assert w_tri < w_pair < 0

# Count simple paths joining two nearest neighbours.
near = [(1, 0), (0, 1), (-1, 1), (-1, 0), (0, -1), (1, -1)]
second = [(1, 1), (-1, 2), (-2, 1), (-1, -1), (1, -2), (2, -1)]


def count_paths(steps, visited=((0, 0),)):
    here = visited[-1]
    if here == (1, 0):
        return int(steps == 0)
    if steps == 0:
        return 0
    total = 0
    for dx, dy in near:
        site = (here[0] + dx, here[1] + dy)
        if site not in visited:
            total += count_paths(steps - 1, visited + (site,))
    return total


paths = [count_paths(n) for n in (1, 2, 3)]


def path_series(t):
    return sum(c * t**(n + 1) for n, c in enumerate(paths))


for t in (-0.03, 0.03):
    residual = triangular_u(np.arctanh(t)) - path_series(t)
    assert abs(residual) < 12 * t**4
t_series = brentq(lambda t: path_series(t) - u_observed, -0.2, -0.01)
w_series = 2 * kT * np.arctanh(t_series)
assert abs(w_series - w_tri) < abs(w_pair - w_tri)

# A triangle limits the possible number of unlike bonds.
triangle = 2 * ((np.arange(8)[:, None] >> np.arange(3)) & 1) - 1
max_unlike = (triangle != np.roll(triangle, 1, axis=1)).sum(axis=1).max()
m_limit = 6 * max_unlike / 3
K_strong = -2.0
m_strong = 3 * (1 - triangular_u(K_strong, 6, 2000))
m_strong_pair = 3 * (1 - np.tanh(K_strong))
assert abs(m_strong - m_limit) < 0.02
assert m_strong_pair > 5.5

# Heat-bath Monte Carlo: four colours contain no first or second neighbours.
side = 48
sites = side * side
X, Y = np.divmod(np.arange(sites), side)


def neighbour_table(offsets):
    return np.array([((X + a) % side) * side + (Y + b) % side
                     for a, b in offsets])


near_table = neighbour_table(near)
second_table = neighbour_table(second)
colours = [np.flatnonzero((X % 2 == a) & (Y % 2 == b))
           for a in (0, 1) for b in (0, 1)]
near_parts = [near_table[:, c] for c in colours]
second_parts = [second_table[:, c] for c in colours]


def simulate(K1, K2, seed, sweeps=5000, discard=300):
    rng = np.random.default_rng(seed)
    spin = rng.choice([-1.0, 1.0], size=sites)
    samples = []
    for sweep in range(sweeps):
        for c, n1, n2 in zip(colours, near_parts, second_parts):
            field = K1 * spin[n1].sum(axis=0)
            if K2 != 0:
                field += K2 * spin[n2].sum(axis=0)
            plus = rng.random(len(c)) < 1 / (1 + np.exp(-2 * field))
            spin[c] = 2.0 * plus - 1.0
        if sweep >= discard:
            samples.append((spin * spin[near_table[:3]].sum(axis=0)).mean() / 3)
    return np.array(samples)


sample = simulate(K_tri, 0.0, 11)
m_mc = 3 * (1 - sample.mean())
assert abs(sample.mean() - u_observed) < 0.0015
step = 1e-4
slope = (triangular_u(K_tri + step) - triangular_u(K_tri - step)) / (2 * step)
sd_m = 3 * np.sqrt(slope / (3 * sites))
sd_m_mc = 3 * sample.std()
assert abs(sd_m_mc / sd_m - 1) < 0.10
sd_w = 2 * kT / np.sqrt(3 * sites * slope)

same = simulate(K_tri, K_tri / 4, 12).mean()
opposite = simulate(K_tri, -K_tri / 4, 13).mean()
assert same > sample.mean() > opposite
m_same, m_opposite = 3 * (1 - same), 3 * (1 - opposite)
w_same = 2 * kT * invert_triangular(same)
w_opposite = 2 * kT * invert_triangular(opposite)

# Composition and freezing-temperature errors.
x_offset = 0.45
w_offset = pair_energy(m_observed, x_offset)
T_low = 800.0
w_low = w_pair * T_low / T
w_tri_low = w_tri * T_low / T

# Exchange barriers: at least one event in the hold, at most one in cooling.
attempt = 1e13
hold = 3600.0
cooling = 100.0
k_eV = boltzmann / charge


def cooling_events(barrier):
    return quad(lambda temp: attempt * np.exp(-barrier / (k_eV * temp))
                / cooling, 300, T, epsabs=1e-10, epsrel=1e-9, limit=200)[0]


barrier_high = k_eV * T * np.log(attempt * hold)
barrier_low = brentq(lambda b: np.log(cooling_events(b)), 1.5, 3.5)
estimate = attempt * np.exp(-barrier_low / (k_eV * T)) \
    * k_eV * T**2 / (barrier_low * cooling)
assert abs(estimate - 1) < 0.10
assert barrier_low < barrier_high

print(f"Temperature: {T:.0f} K; kT: {kT:.3f} meV")
print(f"Observed unlike neighbours m: {m_observed:.2f} per site")
print(f"Unlike-bond fraction p: {m_observed/6:.3f}")
print(f"Neighbour correlation u: {u_observed:.3f}")
print(f"Pair-law w: {w_pair:.2f} meV per unlike bond")
print(f"Pair-law exchange energy 2w: {2*w_pair:.2f} meV")
print(f"Pair-law mixing energy: {m_observed*w_pair/2:.2f} meV per metal atom")
print(f"Tree enumeration m at pair-law w: {m_tree_equal:.4f} per site")
for m in (3.2, 3.4):
    print(f"Pair-law w if m={m:.1f}: {pair_energy(m):.2f} meV")
print("Simple paths of 1, 2, 3 steps:", *paths)
print(f"Path-series t: {t_series:.5f}; w: {w_series:.2f} meV")
print(f"Triangular K: {K_tri:.5f}; w: {w_tri:.2f} meV")
print(f"Triangular w, cylinder width 6: {w_width6:.2f} meV")
print(f"Triangular mixing energy: {m_observed*w_tri/2:.2f} meV per atom")
print(f"Triangular m at pair-law w: "
      f"{3*(1-triangular_u(w_pair/(2*kT))):.3f} per site")
print(f"Monte Carlo m at triangular w: {m_mc:.4f} per site")
print(f"Largest possible m on triangles: {m_limit:.1f} per site")
print(f"Strong-order test K={K_strong:.1f}: lattice m={m_strong:.3f}, "
      f"pair m={m_strong_pair:.3f}")
print(f"Image size: {sites} metal sites; du/dK: {slope:.4f}")
print(f"Image scatter of m: predicted {sd_m:.4f}, simulated {sd_m_mc:.4f}")
print(f"Image standard error of triangular w: {sd_w:.2f} meV")
print(f"Pair-law w if Mo fraction={x_offset:.2f}: {w_offset:.2f} meV")
print(f"Freezing at {T_low:.0f} K: pair w={w_low:.2f} meV, "
      f"triangular w={w_tri_low:.2f} meV")
print(f"Second-neighbour energy magnitude: {abs(w_tri)/4:.2f} meV per bond")
print(f"Same-sign second neighbour: m={m_same:.3f}, "
      f"first-neighbour reading={w_same:.2f} meV")
print(f"Opposite-sign second neighbour: m={m_opposite:.3f}, "
      f"first-neighbour reading={w_opposite:.2f} meV")
print(f"Attempt rate: {attempt:.1e} /s; hold: {hold:.0f} s; "
      f"cooling: {cooling:.0f} K/s")
print(f"Exchange-barrier window: {barrier_low:.2f} to {barrier_high:.2f} eV")
print("all assertions hold")
```

It prints:

```
Temperature: 1000 K; kT: 86.173 meV
Observed unlike neighbours m: 3.30 per site
Unlike-bond fraction p: 0.550
Neighbour correlation u: -0.100
Pair-law w: -17.29 meV per unlike bond
Pair-law exchange energy 2w: -34.58 meV
Pair-law mixing energy: -28.53 meV per metal atom
Tree enumeration m at pair-law w: 3.3000 per site
Pair-law w if m=3.2: -11.51 meV
Pair-law w if m=3.4: -23.12 meV
Simple paths of 1, 2, 3 steps: 1 2 4
Path-series t: -0.12273; w: -21.26 meV
Triangular K: -0.12561; w: -21.65 meV
Triangular w, cylinder width 6: -21.65 meV
Triangular mixing energy: -35.72 meV per atom
Triangular m at pair-law w: 3.250 per site
Monte Carlo m at triangular w: 3.2998 per site
Largest possible m on triangles: 4.0 per site
Strong-order test K=-2.0: lattice m=3.999, pair m=5.892
Image size: 2304 metal sites; du/dK: 0.6310
Image scatter of m: predicted 0.0287, simulated 0.0290
Image standard error of triangular w: 2.61 meV
Pair-law w if Mo fraction=0.45: -19.47 meV
Freezing at 800 K: pair w=-13.83 meV, triangular w=-17.32 meV
Second-neighbour energy magnitude: 5.41 meV per bond
Same-sign second neighbour: m=3.273, first-neighbour reading=-19.28 meV
Opposite-sign second neighbour: m=3.333, first-neighbour reading=-24.77 meV
Attempt rate: 1.0e+13 /s; hold: 3600 s; cooling: 100 K/s
Exchange-barrier window: 2.48 to 3.29 eV
all assertions hold
```
